# Linear Resistivity and a Quadratic Hall Angle from Shrinking Cold Regions

**Q.** My cuprate-like film has a resistivity close to linear in \(T\), but \(\cot\theta_H=\sigma_{xx}/\sigma_{xy}\) goes nearly as \(T^2\). With one scattering rate \(\Gamma\), I would expect both to follow \(\Gamma\). Does this require two kinds of carrier?

**A.** Not necessarily. One band can be enough if its scattering rate varies in a suitable way around the Fermi line, because the two conductivities average the lifetime differently. Strong variation alone does not suffice, as a counterexample below will show. I shall use the model

\[
\Gamma(\mathbf k)=\Gamma_c(T)+\Gamma_h h(\mathbf k),\qquad
h=\tfrac14(\cos k_xa-\cos k_ya)^2,
\]

with \(\Gamma_c\propto T^2\) and \(\Gamma_h\) independent of \(T\). The factor \(h\) vanishes on the zone diagonals. I call the points where the Fermi line crosses them nodes; scattering there is weak, or cold. Near the zone faces, at the antinodes, it is strong. Both temperature laws are assumptions about the scattering. Transport theory then tells us what they imply.

**Q.** What equation do you average with?

**A.** The linearized Boltzmann equation, for a tetragonal layer with the field \(B\) along \(z\) and electrons of charge \(-e\). The equation of motion is \(\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B)\). Its magnetic part is

\[
\dot{\mathbf k}_B=\frac{eB}{\hbar}(-v_y,v_x)=\frac{eBv}{\hbar}\,\hat{\mathbf t},
\qquad \hat{\mathbf t}=\hat{\mathbf z}\times\hat{\mathbf v},
\]

so the electron drifts along the Fermi line. Let \(s\) be arc length in the direction \(\hat{\mathbf t}\). Write the change of occupation as \(\delta f=-e(-f_0')E_b\psi_b\), where \(f_0'\) is the energy derivative of the Fermi function and \(b\) is summed over \(x,y\). The electric term is \(-(e/\hbar)\mathbf E\cdot\nabla_kf_0=e(-f_0')E_bv_b\). Balancing it against drift and relaxation, and dividing by \(e(-f_0')E_b\), gives

\[
\left(\Gamma+\frac{eBv}{\hbar}\partial_s\right)\psi_b=v_b .
\]

The current per layer is \(j_a=-2e\int d^2k\,v_a\delta f/(2\pi)^2\), including spin. At low temperature \(-f_0'\) selects the Fermi line, and \(d^2k=ds\,d\varepsilon/(\hbar v)\). Hence

\[
\sigma_{ab}=\frac{e^2}{2\pi^2\hbar}\oint\frac{ds}{v}\,v_a\psi_b .
\]

**Q.** You have kept the rate out of each state but not the scattering into it. Is that legitimate?

**A.** It is when the rate \(W(\mathbf k,\mathbf k')\) is unchanged by \(\mathbf k'\to-\mathbf k'\). The source \(v_b\) is odd under inversion. Inversion maps the line onto itself with the same sense of circulation, so the drift term keeps \(\psi_b\) odd. The in-scattering sum then cancels between \(\mathbf k'\) and \(-\mathbf k'\). Forward-peaked scattering breaks this condition; below I shall give the effect of a mild forward tilt.

**Q.** Where does curvature enter?

**A.** At first order in \(B\). Let \(\tau=1/\Gamma\) and \(\boldsymbol\ell=\mathbf v\tau\). At zero field \(\psi_x=\ell_x\), and tetragonal symmetry replaces \(v_x^2\) by \(v^2/2\):

\[
\sigma_{xx}=\frac{e^2}{4\pi^2\hbar}\oint \ell\,ds .
\]

To first order,

\[
\psi_y=\ell_y-\tau\frac{eBv}{\hbar}\partial_s\ell_y .
\]

The first term gives no \(\sigma_{xy}\), by mirror symmetry. In the second, the factor \(v\) cancels the \(1/v\) in the current formula, and \(v_x\tau=\ell_x\):

\[
\sigma_{xy}=-\frac{e^3B}{2\pi^2\hbar^2}\oint\ell_x\,d\ell_y .
\]

The integral is the signed area swept by the mean-free-path vector. Integrating by parts around the closed line gives

\[
\oint\ell_x\,d\ell_y=\tfrac12\oint(\ell_xd\ell_y-\ell_yd\ell_x)
=\tfrac12\oint\ell^2d\theta=\tfrac12\oint\ell^2\kappa\,ds .
\]

Here \(\theta\) is the direction of \(\mathbf v\), and \(\kappa=d\theta/ds\) is the signed curvature. If \(\boldsymbol\ell\) merely changes length it sweeps no area; its direction must turn. Thus

\[
|\sigma_{xy}|=\frac{e^3B}{4\pi^2\hbar^2}\left|\oint\ell^2\kappa\,ds\right| .
\]

For a hole-like line around \((\pi/a,\pi/a)\), the velocity points inward and makes one net clockwise turn per circuit. Where the line is convex, \(\kappa<0\). In the example below it is convex everywhere, so the nodal contribution to \(\sigma_{xy}\) is positive. A line that is concave at the nodes would give the opposite sign there.

The longitudinal conductivity weights a region by \(\ell\), the Hall conductivity by \(\ell^2\kappa\). Long life therefore counts twice in the Hall response.

**Q.** So the long-lived regions dominate \(\sigma_{xy}\), and their \(T^2\) rate appears in the Hall angle. Is the argument finished?

**A.** No, because dominance does not fix \(\sigma_{xx}\). Suppose the cold region had a fixed width \(W\). When it dominates both conductivities, \(\sigma_{xx}\propto W/\Gamma_c\) and \(\sigma_{xy}\propto W/\Gamma_c^2\), so \(\rho\) and \(\cot\theta_H\) both go as \(T^2\). If instead a hot remainder with rate proportional to \(T\) carried \(\sigma_{xx}\), while the patch carried \(\sigma_{xy}\), the ratio would go as \(T^{-1}/T^{-4}=T^3\).

I computed the first case with rate \(\Gamma_c\) where \(h<0.05\) and \(\Gamma_h\) elsewhere. At 100 K the patch carries 0.9996 of \(\sigma_{xy}\). Between 50 and 100 K the effective powers are 1.96 for \(\rho\) and 2.04 for \(\cot\theta_H\). Dominance is nearly complete, yet the resistivity is not linear.

**Q.** What does the smooth profile do differently?

**A.** Its cold region narrows on cooling. Put a node at \(k_x=k_y=k_n\) and move a distance \(s\) along \((1,-1)/\sqrt2\), the local tangent. To leading order,

\[
\cos k_xa-\cos k_ya\simeq-\sqrt2\,as\sin k_na .
\]

Squaring and dividing by four gives

\[
\Gamma\simeq\Gamma_c+bs^2,\qquad
b=\tfrac12\Gamma_ha^2\sin^2k_na .
\]

The rate has doubled at \(|s|=w=\sqrt{\Gamma_c/b}\), and this width is proportional to \(T\). If \(w\) is small compared with the length of the line, \(v\) and \(\kappa\) may be taken at the node and the integration limits sent to infinity:

\[
\int_{-\infty}^{\infty}\frac{ds}{\Gamma_c+bs^2}=\frac{\pi}{\sqrt{\Gamma_cb}},
\qquad
\int_{-\infty}^{\infty}\frac{ds}{(\Gamma_c+bs^2)^2}
=\frac{\pi}{2\Gamma_c^{3/2}b^{1/2}} .
\]

The second integral is minus the derivative of the first with respect to \(\Gamma_c\). With four nodes, and \(\kappa_n\) now the magnitude of the nodal curvature,

\[
\sigma_{xx}\simeq\frac{e^2v_n}{\pi\hbar\sqrt{\Gamma_cb}},
\qquad
\sigma_{xy}\simeq\frac{e^3Bv_n^2\kappa_n}
{2\pi\hbar^2\Gamma_c^{3/2}b^{1/2}} .
\]

Their ratio is

\[
\cot\theta_H\simeq\frac{2\Gamma_c}{\omega_n},
\qquad \omega_n=\frac{eBv_n\kappa_n}{\hbar}.
\]

The hot rate, through \(b\), has cancelled. The frequency \(\omega_n\) is the rate at which the nodal velocity turns. At small Hall angle \(\rho\simeq1/\sigma_{xx}\), per layer, so \(\rho\propto\sqrt{\Gamma_c\Gamma_h}\propto T\), while \(\cot\theta_H\propto T^2\).

In powers of temperature, \(\sigma_{xx}\) is width times lifetime, \(T\times T^{-2}=T^{-1}\). The Hall conductivity is width times lifetime squared, \(T\times T^{-4}=T^{-3}\). The shrinking width affects both and drops out of their ratio.

**Q.** How much of each conductivity really comes from inside \(|s|<w\)?

**A.** With \(x=s/w\), the share of \(\sigma_{xx}\) is

\[
\frac1\pi\int_{-1}^{1}\frac{dx}{1+x^2}=\frac12 .
\]

For \(\sigma_{xy}\), an antiderivative of \((1+x^2)^{-2}\) is \(\tfrac12[x/(1+x^2)+\arctan x]\), so

\[
\frac2\pi\int_{-1}^{1}\frac{dx}{(1+x^2)^2}
=\frac2\pi\left(\frac12+\frac\pi4\right)
=\frac12+\frac1\pi\simeq0.82 .
\]

On the full Fermi line of the example below, at 100 K, the region where \(\Gamma<2\Gamma_c\) occupies 7% of the length. It carries 53% of \(\sigma_{xx}\) and 82% of \(\sigma_{xy}\).

**Q.** Must the nodes be the most curved parts of the line?

**A.** No; they need finite curvature. In the example the curvature is 0.113 nm at the node and 0.274 nm at the antinode, so the antinode is more curved. At 100 K, however, the mean free paths are 35.1 and 0.20 nm. The Hall weights \(\ell^2\kappa\) are therefore

\[
35.1^2\times0.113\simeq139\ \mathrm{nm^3},
\qquad
0.20^2\times0.274\simeq0.011\ \mathrm{nm^3}.
\]

Lifetime wins by a factor of about ten thousand.

If the node is flat, the result changes. Symmetry about the diagonal then makes \(\kappa\propto s^2\) to leading order, and

\[
\int_{-\infty}^{\infty}\frac{s^2\,ds}{(\Gamma_c+bs^2)^2}
=-\frac{\partial}{\partial b}\frac{\pi}{\sqrt{\Gamma_cb}}
=\frac{\pi}{2\Gamma_c^{1/2}b^{3/2}} .
\]

Now \(\sigma_{xy}\propto T^{-1}\), as does \(\sigma_{xx}\), and \(\cot\theta_H\) tends to a constant. I tested this by changing the filling until \(\kappa_n=0\), with the hopping and scattering parameters held fixed. The line then becomes electron-like, with about 0.33 electrons per cell, far from cuprate fillings; it serves only as a control. Between 10 and 20 K the powers are 1.02 for \(\rho\) and \(-0.01\) for \(\cot\theta_H\). The resistivity stays linear, but the quadratic Hall angle is gone.

**Q.** Please put numbers on the curved case.

**A.** Take the band

\[
\varepsilon=-2t(\cos k_xa+\cos k_ya)+4t'\cos k_xa\cos k_ya,
\]

with \(t=0.20\) eV, \(t'=0.30t\) and chemical potential \(\mu=-0.95t\). The lattice constant is \(a=0.38\) nm and the layer spacing \(d=0.60\) nm. I choose \(\hbar\Gamma_c=5.0\) meV at 100 K and \(\hbar\Gamma_h=500\) meV. The band and lattice values are in the rough regime of hole-doped layered cuprates, not a fit to a compound. The hot rate is deliberately very large, to separate the two temperature laws clearly.

The nodal speed is \(2.67\times10^5\) m/s, so \(\hbar v_n/a\simeq462\) meV, and \(\hbar b/a^2=233\) meV. At 100 K,

\[
\sigma_{xx}\simeq\frac{e^2}{\hbar}\,
\frac{462}{\pi\sqrt{5.0\times233}}
\simeq4.31\,\frac{e^2}{\hbar}.
\]

Since \(\hbar/e^2\simeq4108\ \Omega\), the sheet resistance is about \(953\ \Omega\). Multiplying by \(d\) gives \(\rho\simeq57\ \mu\Omega\,\mathrm{cm}\). At 1 T, \(\hbar\omega_n=0.0301\) meV, and

\[
\cot\theta_H\simeq\frac{2\times5.0}{0.0301}\simeq332 .
\]

The integrals over the full line, in the weak-field limit scaled to 1 T, give:

| \(T\) (K) | \(\rho\) (µΩ cm) | \(\cot\theta_H\) | \(R_H\) (mm³/C) |
|---:|---:|---:|---:|
| 100 | 60 | 318 | 1.89 |
| 200 | 127 | 1222 | 1.04 |
| 300 | 201 | 2636 | 0.76 |

Relative to the full values at 100 K, the nodal formulas are 5% low in \(\rho\) and 4% high in \(\cot\theta_H\). At small Hall angle, the Hall coefficient is \(R_H=\rho/(B\cot\theta_H)\). It therefore falls roughly as \(1/T\), although the number of carriers in the model is fixed.

**Q.** Those columns are not perfect powers.

**A.** Between 100 and 300 K the effective powers are 1.10 and 1.92. Between 10 and 20 K they are 1.01 and 1.99. The difference arises because \(wa\) grows from 0.146 to 0.439 across the upper window, so the cold region is no longer very narrow. The variation of the electron speed along the line matters for \(\rho\): holding the speed at its nodal value lowers that power from 1.10 to 1.05 and leaves the Hall power at 1.92. A smaller hot rate widens it further, since \(w\propto\Gamma_h^{-1/2}\).

A circular line with constant \(v\) and \(\kappa\), and \(h=\cos^22\varphi\), shows the crossover in closed form. Since \(\cos^22\varphi=(1+\cos4\varphi)/2\), the standard integral \(\int_0^{2\pi}d\varphi/(A+C\cos4\varphi)=2\pi/\sqrt{A^2-C^2}\), for \(A>|C|\), gives

\[
I_1=\int_0^{2\pi}\frac{d\varphi}{\Gamma}
=\frac{2\pi}{\sqrt{\Gamma_c(\Gamma_c+\Gamma_h)}},
\]

\[
I_2=-\frac{\partial I_1}{\partial\Gamma_c}
=\frac{\pi(2\Gamma_c+\Gamma_h)}
{[\Gamma_c(\Gamma_c+\Gamma_h)]^{3/2}} .
\]

Because \(\rho\propto1/I_1\) and \(\cot\theta_H=I_1/(\omega I_2)\), with \(\omega=eBv\kappa/\hbar\) and \(\kappa\) taken positive,

\[
\rho\propto\sqrt{\Gamma_c(\Gamma_c+\Gamma_h)},\qquad
\cot\theta_H=\frac{2\Gamma_c(\Gamma_c+\Gamma_h)}
{\omega(2\Gamma_c+\Gamma_h)} .
\]

For \(\Gamma_c\ll\Gamma_h\) these are the two separate laws. For \(\Gamma_c\gg\Gamma_h\) the anisotropy is irrelevant, and both quantities follow \(\Gamma_c\propto T^2\). With the example's rates, the circle gives powers of about 1.03 and 1.94 from 100 to 300 K. The bending has the same sign as on the full line. On the full line the excess of the \(\rho\) power over one is larger, partly because the speed falls away from the node.

**Q.** What if the hot rate also depends on temperature?

**A.** The nodal formula still gives \(\rho\propto\sqrt{\Gamma_c\Gamma_h}\). With \(\Gamma_h\propto T\), this is \(T^{3/2}\), while \(\cot\theta_H\) continues to follow \(\Gamma_c\). Setting \(\hbar\Gamma_h=500\) meV at 300 K and scaling it linearly, I find powers of 1.52 and 1.98 between 20 and 40 K. A linear resistivity thus needs the product \(\Gamma_c\Gamma_h\) to go as \(T^2\). The Hall angle alone cannot establish that.

**Q.** Is a small Hall angle enough to justify the weak-field expansion?

**A.** No. An electron can drift out of a narrow cold region before its velocity has turned appreciably. The second-order term shows this. Inserting the second iteration into \(\sigma_{xx}\), integrating by parts and averaging over \(x\) and \(y\) gives

\[
\delta\sigma_{xx}=-\frac{e^2}{4\pi^2\hbar}
\left(\frac{eB}{\hbar}\right)^2
\oint v\tau\,|\partial_s\boldsymbol\ell|^2ds .
\]

Near a node the change in length dominates, so \(|\partial_s\boldsymbol\ell|^2\simeq v_n^2(\partial_s\tau)^2\); the turning part is smaller by order \((\kappa_nw)^2\). Here \(\partial_s\tau=-2bs/(\Gamma_c+bs^2)^2\). Setting \(s=wx\),

\[
\int_{-\infty}^{\infty}\tau(\partial_s\tau)^2ds
=\frac{4b^{1/2}}{\Gamma_c^{7/2}}
\int_{-\infty}^{\infty}\frac{x^2dx}{(1+x^2)^5}
=\frac{4b^{1/2}}{\Gamma_c^{7/2}}\,\frac{5\pi}{128}.
\]

The last integral follows from \(x=\tan\alpha\), which turns it into \(\int_{-\pi/2}^{\pi/2}(\cos^6\alpha-\cos^8\alpha)\,d\alpha=5\pi/16-35\pi/128\). Dividing by \(\int\tau\,ds=\pi/\sqrt{\Gamma_cb}\),

\[
-\frac{\delta\sigma_{xx}}{\sigma_{xx}}
\simeq\frac5{32}\left(\frac{eBv_n}{\hbar}\right)^2
\frac b{\Gamma_c^3}
=\frac5{32}\left(\frac{eBv_n}{\hbar w\Gamma_c}\right)^2
\propto\frac{B^2}{T^6}.
\]

The last bracket is the drift in one lifetime divided by \(w\), and it must be small. At 100 K and 1 T it is \(0.101/(0.146\times5.0)\simeq0.14\), where 0.101 meV is \(eBv_na\). The predicted loss is 0.300%; the Boltzmann solution at that field gives a magnetoresistance of 0.298%. The closeness is partly accidental. The \(B^2\) term on the full line gives 0.316%, about 5% above the nodal formula, and higher orders in \(B\) bring it down by a similar amount at 1 T.

At 10 T the ratio is 1.4, and the expansion has failed. The magnetoresistance is 11%, and \(B\cot\theta_H\) has risen from its weak-field value of 318 T to 466 T. Yet \(\cot\theta_H\) is still about 47, so the Hall angle is small.

**Q.** How does this compare with a real cuprate, and what else have you neglected?

**A.** Near optimal doping, many hole-doped cuprates do show a nearly linear resistivity and a Hall cotangent near \(T^2\), with \(\rho\) roughly of order 100 µΩ cm at these temperatures. The model's 60 to 201 µΩ cm is in that range. Its doping, 0.12 holes per cell, is somewhat below the optimum of roughly 0.16, and it omits the antinodal pseudogap of underdoped materials. Its 11% magnetoresistance at 100 K and 10 T looks too large: measured values are roughly a percent or less. That discrepancy counts against so sharp a cold region as a complete description. Real samples also break the assumption of zero residual scattering. An isotropic \(\hbar\Gamma_0=1\) meV replaces \(\Gamma_c\) by \(\Gamma_c+\Gamma_0\), adding a constant to the nodal \(\cot\theta_H\). It changes the powers between 100 and 300 K from 1.10 and 1.92 to 1.02 and 1.78.

Other changes, each made separately over the same window, give:

- Thermal smearing, at fixed \(\mu\) and with \(\Gamma_c\) independent of energy: 1.11 and 1.92. The van Hove energy lies 50 meV below the Fermi level, while \(k_BT\) is 26 meV at 300 K.
- Forward-tilted hot scattering, with only the hot part of \(W\), taken proportional to \(h(\mathbf k)h(\mathbf k')\), multiplied by \(1+0.5\,\hat{\mathbf v}\cdot\hat{\mathbf v}'\): 1.07 and 1.92.
- A hot rate saturating towards 150 meV, with its leading, quadratic rise at the node unchanged: 1.00 and 1.83.

The last case matters because the uncapped antinodal path, 0.20 nm, is shorter than the lattice constant. A quasiparticle orbit has no literal meaning there; the large rate just represents a region that conducts poorly. The separation of the two powers survives this cap, but their precise values depend on how the hot region is treated. The numerical output lists the remaining intermediate values.

**Q.** Which measurement would best test the mechanism in my film?

**A.** Measure the orbital magnetoresistance, with \(B\) normal to the layers and low enough for it to be quadratic in \(B\), over the same temperature window as \(\rho\) and \(\cot\theta_H\). In the narrow, clean limit of this model its coefficient falls as \(T^{-6}\); the computed power of the conductivity loss between 25 and 50 K is \(-5.97\). Between 100 and 300 K the power of the magnetoresistance is \(-5.9\), and \(-5.4\) with \(\hbar\Gamma_0=1\) meV. Residual scattering weakens that dependence, because \(\Gamma_c+\Gamma_0\) replaces \(\Gamma_c\), so its size must be established too. Agreement of \(\rho\) and \(\cot\theta_H\) alone would leave the width of the cold region largely untested: a larger \(b\) can be offset in \(\rho\) by other parameters, and it cancels from the nodal Hall angle.

## Computed results

```
t = 0.20 eV, t'/t = 0.30, mu/t = -0.95
a = 0.38 nm, layer spacing = 0.60 nm
hbar Gamma_c(100 K) = 5.0 meV, hbar Gamma_h = 500 meV
hole doping from Fermi-line area = 0.120
nodal, antinodal speed = 2.67, 1.43 1e5 m/s
nodal, antinodal |curvature| = 0.113, 0.274 nm
h at antinode = 0.923
hbar b/a^2 = 233.4 meV
hbar omega_n at 1 T = 0.0301 meV
cold half-width w*a at 100, 300 K = 0.146, 0.439
T(K) rho(uOhm cm) rho/T cot(1 T) 1e3*cot/T^2 R_H(mm^3/C)
100 60.1 0.6010 318.4 31.84 1.888
150 92.5 0.6169 701.8 31.19 1.319
200 126.8 0.6338 1222.0 30.55 1.037
250 163.0 0.6518 1869.8 29.92 0.872
300 201.3 0.6709 2635.7 29.29 0.764
cold-limit formulas at 100 K: rho = 57.2 uOhm cm, cot(1 T) = 332.6
powers of T below: first rho, then cot(theta_H)
10-20 K: 1.007, 1.993
100-300 K: 1.100, 1.924
flat nodes, 10-20 K: 1.018, -0.008
Gamma_h ~ T, 20-40 K: 1.524, 1.981
fixed-width patch, 50-100 K: 1.957, 2.043
thermal smearing, 100-300 K: 1.106, 1.917
1 meV residual rate, 100-300 K: 1.024, 1.780
hot rate capped at 150 meV, 100-300 K: 0.995, 1.833
forward tilt 0.5, 100-300 K: 1.070, 1.917
fixed-width patch: share of sigma_xy at 100 K = 0.9996
cold shares at 20 K: length 0.014, sigma_xx 0.507, sigma_xy 0.821
cold shares at 100 K: length 0.071, sigma_xx 0.527, sigma_xy 0.823
100 K, 1 T: magnetoresistance = 0.298 %, cot*B = 323.6 T
100 K, 10 T: magnetoresistance = 10.850 %, cot*B = 466.3 T
sigma_xx loss formula at 100 K, 1 T = 0.300 %
power of T in sigma_xx loss, 25-50 K = -5.971
mean free path at 100 K: node 35.1 nm, antinode 0.20 nm
Fermi level above van Hove energy = 50 meV
k_B T at 100, 300 K = 8.6, 25.9 meV
```
